Splitting the four-point Bethe–Salpeter equation to recover Hedin's vertex and polarizability, part 2

The problem is how electrons respond to an applied field U and to the total field V, which adds the Hartree potential V_H of the displaced charge, when electron and hole are followed separately.

The number 1 stands for position r₁, spin and time t₁ on a contour C, and ∫d1 includes the spin sum. In thermal equilibrium C ends at its starting time minus iħ/(k_B T). A superscript plus, as in 1⁺, means infinitesimally later on C. The bare Coulomb interaction v is instantaneous and in SI form. The density is n(1) = −iħ G(1,1⁺), and V_H(1) = ∫d3 v(1,3) n(3). The Green function G obeys Dyson's equation,

G⁻¹ = G₀⁻¹ − U − V_H − Σ,  (1)

where G₀⁻¹(1,2) = [iħ∂/∂t₁ − h(1)]δ(1,2), h is the one-body Hamiltonian and the self-energy Σ excludes V_H.

The four-point responses are L = −iħ δG/δU and Lirr = −iħ δG/δV. With the free pair L₀(1,2;3,4) = −iħ G(1,3) G(4,2), they obey

L = L₀ + L₀ Ξ L,  (4)

Lirr = L₀ + L₀ K Lirr.  (5)

L = Lirr + Lirr v̄ L.  (6)

Here Ξ = v̄ + K, with

v̄(5,6;7,8) = δ(5,6) v(5,7) δ(7,8),

K(5,6;7,8) = (i/ħ) δΣ(5,6)/δG(7,8),

and products mean (AB)(1,2;3,4) = ∫d5 d6 A(1,2;5,6) B(5,6;3,4).

For a local total potential, Hedin's vertex Γ = −δG⁻¹/δV satisfies

Lirr(1,2;3⁺,3) = −iħ ∫d4 d5 G(1,4) Γ(4,5;3) G(5,2),  (8)

Γ(1,2;3) = δ(1,2)δ(1,3) + ∫d4 d5 d6 d7 [δΣ(1,2)/δG(4,5)] G(4,6) Γ(6,7;3) G(7,5).  (9)

Closing the first pair as well gives the irreducible polarizability P, and from it the density response χ to an applied potential:

P(1,2) = Lirr(1,1⁺;2⁺,2) = −iħ ∫d3 d4 G(1,3) Γ(3,4;2) G(4,1⁺) = δn(1)/δV(2).  (10)

χ(1,2) = P(1,2) + ∫d3 d4 P(1,3) v(3,4) χ(4,2).  (11)

With only the local first term of Γ, P reduces to the bubble P₀(1,2) = −iħ G(1,2) G(2,1⁺).

## Second half: the screened kernel and an exactly solvable pair

The symbols carried over are these. G is the Green function, Σ the self-energy without the Hartree potential, v the bare interaction, U the applied field and V the applied plus Hartree field. The responses of −iħG to U and to V are L and Lirr, and they obey L = Lirr + Lirr v̄ L, where v̄ is v acting between closed pairs. The free pair is L₀ = −iħGG, and Lirr = L₀ + L₀K Lirr with K = (i/ħ)δΣ/δG. One contraction of Lirr gives −iħGΓG, where Γ is Hedin's vertex. Two contractions give the polarizability P, and the density response to the applied potential is χ = P + Pvχ.

What K contains depends on the self-energy. In the GW approximation

Σ(1,2) = iħ G(1,2) W(1,2),

where W is the screened interaction built from the bubble, W = v + vP₀W. In the instantaneous part of W, the second time of G is taken infinitesimally later. Since Σ is a product, its derivative has two parts. The derivative of G at fixed W contributes (i/ħ)(iħ) = −1 times W:

K_W(1,2;3,4) = −W(1,2) δ(1,3) δ(2,4).

This is the screened interaction between electron and hole. For repulsive W its sign is opposite to that of v̄, and it leaves the electron and the hole at their own places instead of closing the pair.

The second part arises because W itself depends on G. Varying W = v + vP₀W gives

δW = v δP₀ W + v P₀ δW.

Collecting the terms with δW gives (1 − vP₀)δW = v δP₀ W. The equation for W, written as (1 − vP₀)W = v, shows that (1 − vP₀)⁻¹v = W. Therefore

δW = W δP₀ W.

The bubble is a product of two Green functions, so

δP₀(5,6) = −iħ [δG(5,6) G(6,5) + G(5,6) δG(6,5)].

Differentiation with respect to G(3,4) sets 5 = 3 and 6 = 4 in the first term, and 6 = 3 and 5 = 4 in the second:

δW(1,2)/δG(3,4) = −iħ G(4,3) [W(1,3)W(4,2) + W(1,4)W(3,2)].

In K this is multiplied by (i/ħ)(iħ)G(1,2) = −G(1,2). The second part of the kernel is thus

K_δW(1,2;3,4) = iħ G(1,2) G(4,3) [W(1,3)W(4,2) + W(1,4)W(3,2)].

It describes how the medium screens differently once an electron–hole pair is present. Leaving it out is a further approximation. The Lirr obtained without it is no longer the derivative of the GW Green function at controlled V. There is a second distinction to keep. The bubble P₀ used to build W and the polarizability P obtained from Γ are different functions, even though both come from the same calculation.

These relations can be followed numerically in a small model. Two sites have energies −0.5 and 0 eV and are joined by a hopping amplitude of 1 eV. The electrons are spin-polarized and interact with 1.5 eV on the same site and 0.5 eV between sites. The chemical potential is zero and k_B T is 0.8 eV. Time runs along the imaginary part of the contour, which is cut into six slices of duration ħ/(6k_B T) = 0.137 fs. Six slices are too few for converged values of the continuous-time model. The relations derived above use only the product rule, the chain rule and matrix inversion, and so they hold for the sliced model as it stands.

In the numerical check the self-consistent GW equation is solved again and again with small sources. This is done once with the Hartree field free to follow and once with the total field prescribed. The measured changes of G are compared with the equations for Lirr, L, Γ, P and χ. The largest deviation in any entry of the dimensionless response matrices is about 10⁻⁹. If the change of W is left out of the kernel, the largest error in Lirr rises to 0.033.

For a constant potential on the first site, the change of the occupation of that site per unit potential is

bubble P₀: −0.118 eV⁻¹
P without the change of W: −0.151 eV⁻¹
full P: −0.159 eV⁻¹
χ: −0.131 eV⁻¹

The vertex increases the magnitude of the response by 0.159 − 0.118 = 0.041 eV⁻¹, about 35 % of the bubble value. Of this, 0.033 eV⁻¹ is already present without the change of W. These proportions belong to the six-slice model. With finer slices the order of the four values stays the same, but their sizes change a great deal. Towards continuous time they approach about −0.220, −0.322, −0.323 and −0.225 eV⁻¹, in the order listed. The vertex then adds about 47 % to the bubble, and the part due to the change of W falls from 0.008 to about 0.001 eV⁻¹, so most of its weight in the six-slice values comes from the coarse slicing. In the six-slice model the Hartree feedback lowers the magnitude from 0.159 to 0.131 eV⁻¹, because electrons driven away from the site leave behind a lower Hartree potential there, which opposes the applied one.

A case with a known exact answer shows the separate work of K and v. Put one spin-polarized electron, at zero temperature, on two equal sites with hopping amplitude t. Let the interaction be v₀ on a site and v₁ between sites. The one-body Hamiltonian has zeros on its diagonal and −t off it. A single electron has nothing to interact with, so its exact energies are −t and t, and its excitation energy is 2t. The value v₀ has no effect on the exact energies or on the exact response to an applied potential, since two electrons of equal spin cannot share a site. It nevertheless enters the Hartree potential, and a correct self-energy has to remove it again.

Take for Σ the Fock exchange alone. With the density matrix ρ_ij = −iħG_ij(t′,t′⁺) at time t′, it is instantaneous and has the elements Σ_ij = −v_ij ρ_ij. In the ground state the electron is in the even combination of the two sites, and every element of ρ is 1/2. The Hartree potential is (v₀ + v₁)/2 on each site. Exchange adds −v₀/2 on the diagonal and −v₁/2 off the diagonal. The mean-field Hamiltonian F therefore has diagonal elements v₁/2 and off-diagonal elements −b, where

b = t + v₁/2.

Its levels are v₁/2 − b = −t and v₁/2 + b = t + v₁. These agree with the exact energies for removing and adding an electron. The removal energy is the one-electron energy −t minus the energy zero of the empty dimer. The addition energy is the two-electron energy v₁ minus −t. For t = 1 eV, v₀ = 2.5 eV and v₁ = 1 eV the levels are −1 and 2 eV, and the gap between them is 2b = 3 eV. The neutral excitation costs 2 eV. The difference of 1 eV is v₁: an added electron repels the one already present, whereas an excited electron has no partner.

Because Σ is instantaneous, the response can be found from ρ alone. Dyson's equation in the first time gives iħ∂G/∂t₁ = FG + δ, and in the second time it gives −iħ∂G/∂t₂ = GF + δ. Subtracting the second from the first removes the delta functions. At equal times this leaves

iħ dρ/dt′ = Fρ − ρF.

Let the two sites feel the small potentials a and −a, varying in time as exp(−iωt′). The change of ρ then has the form

δρ₁₁ = x, δρ₂₂ = −x, δρ₁₂ = z, δρ₂₁ = −z.

Here x is the charge moved to the first site, and z describes the current between the sites. The change of F has the same form, with A on the first diagonal position and c in the position 12. To first order,

ħω δρ = (F δρ − δρ F) + (δF ρ − ρ δF),

where F and ρ on the right are the ground-state matrices. In the element 11 the first bracket gives −bδρ₂₁ + bδρ₁₂ = 2bz, and the second gives (A + c)/2 − (A − c)/2 = c. In the element 12 the first bracket gives −bδρ₂₂ + bδρ₁₁ = 2bx, and the second gives (A + c)/2 − (−A + c)/2 = A. Hence

ħω x = 2b z + c,
ħω z = 2b x + A.  (12)

The elements 22 and 21 repeat these equations with opposite sign, so the assumed form is consistent.

The bubble, P and χ differ only in what A and c contain. Equal potentials on both sites add a multiple of the unit matrix to F and cause no response. Every density response of this model is therefore a single function p times the matrix with 1 on the diagonal and −1 off it. Applied to the potentials (a, −a), it gives x = 2pa.

For the bubble the self-energy does not follow, so A = a and c = 0. Eliminating z from equations (12) gives [(ħω)² − 4b²]x = 2ba, and

p₀ = b / [(ħω)² − (2t + v₁)²].

For the irreducible response V is controlled and exchange follows, which gives A = a − v₀x and c = −v₁z. With 2b − v₁ = 2t, equations (12) become

ħω x = 2t z,
ħω z = (2t + v₁ − v₀) x + a.

Multiply the second equation by 2t and use the first to eliminate z:

p = t / [(ħω)² − 2t(2t − v₀ + v₁)].  (13)

For the full response the applied potentials are (a, −a), and the Hartree potential on the first site adds (v₀ − v₁)x. Then A = a + (v₀ − v₁)x − v₀x = a − v₁x. The on-site interaction has cancelled. The second equation becomes ħω z = 2t x + a, and

χ₁₁ = t / [(ħω)² − (2t)²].

This is the exact result. It can be checked by setting v₀ = v₁ = 0 in p₀, which describes one electron that interacts with nothing.

With the chosen numbers the poles lie at

bubble: 2t + v₁ = 3 eV,
irreducible: [2t(2t − v₀ + v₁)]^½ = [2 × 0.5]^½ eV = 1 eV,
full: 2t = 2 eV.

The remainder K lowers the pole by 2 eV, and the bare interaction raises it by 1 eV to the exact excitation energy, which corresponds to an angular frequency of 3.04 rad/fs. Neither step alone gives the right answer. K alone gives 1 eV. The bare interaction alone means A = a + (v₀ − v₁)x and c = 0 in equations (12), which gives the squared pole 2b(2b + v₀ − v₁) = 3 × 4.5 = 13.5 eV², larger than the squared bubble pole of 9 eV². The irreducible pole is not an excitation energy of the electron. It is the frequency at which the density would oscillate if the total potential were held fixed. If v₀ = v₁, moving charge between the sites produces no difference of Hartree potential, and the irreducible and full poles coincide.

The vertex can be followed at the imaginary frequency ħω = i × 1 eV, where the density response is real. With energies in eV, equation (13) gives

p = 1/(−1 − 1) = −0.5 eV⁻¹.

For unit potentials (1, −1) the moved charge is x = 2p = −1 per eV, and the first irreducible equation gives z = ħω x/(2t) = −0.5i per eV. The vertex is the applied pattern plus the change of exchange:

Γ₁₁ = 1 − v₀x = 1 + 2.5 = 3.5,
Γ₁₂ = −v₁z = 0.5i.

A total local potential (applied plus Hartree) of strength 1 thus acts on the electron with strength 3.5, and it acquires a part that, to first order, changes the phase of the hopping but not its magnitude. To close the pair, let the free electron–hole pair respond to this dressed field, which means setting A = 3.5 and c = 0.5i in equations (12) with 2b = 3:

i x = 3z + 0.5i,
i z = 3x + 3.5.

The second equation gives z = −i(3x + 3.5). Inserted into the first, it gives ix = −9ix − 10.5i + 0.5i, or 10x = −10, so that x = −1. This is 2p again, as equation (10) of the first half requires. The undressed field would have given 2p₀ = 2 × (−1.5)/(1 + 9) = −0.3 per eV.

The nonlocal part Γ₁₂ also has a role that does not depend on the frequency chosen. In this model the rate at which charge moves between the sites is set by the hopping t, as ħω x = 2t z states. The bubble has ħω x = 2b z instead, because the exchange potential has changed the hopping in F from t to b. At high frequency the bubble therefore falls off as b/(ħω)² in place of t/(ħω)², too large by a factor of 1.5 for these parameters. The term c = −v₁z, which is the nonlocal part of the vertex, removes the discrepancy.

The feedback through v can be checked with the same numbers. Acting on the pattern (1, −1), the interaction matrix multiplies it by v₀ − v₁, so χ = P + Pvχ becomes χ₁₁ = p + 2(v₀ − v₁)pχ₁₁. Division by pχ₁₁ gives

1/χ₁₁ = 1/p − 2(v₀ − v₁) = −2 − 3 = −5 eV,

or χ₁₁ = −0.2 eV⁻¹. The exact one-electron formula gives 1/(−1 − 4) = −0.2 eV⁻¹ as well.

The model also shows where the split can fail. If v₀ is raised to 3.5 eV with the other values unchanged, the squared irreducible pole is 2 × (2 − 3.5 + 1) = −1 eV². With the total potential held fixed, a small displacement of charge would then grow exponentially in time. Exchange rewards a concentration of charge on one site, and the Hartree repulsion that compensates it has been frozen. In this model the irreducible response is stable for v₀ − v₁ < 2t. The full squared pole remains 4 eV², since the exact electron does not notice v₀.

At ħω = i × 1 eV the denominator of equation (13) is now −1 + 1 = 0. Here 1 − L₀K is singular and P does not exist, although χ₁₁ is still −0.2 eV⁻¹. At this point the unsplit equation L = L₀ + L₀(v̄ + K)L still has a solution, and the inverse relation still holds, 1/χ₁₁ = 1/p − 2(v₀ − v₁) = 0 − 5 = −5 eV. What fails is the route that solves for Lirr first and for L afterwards. An unstable or divergent P is therefore not by itself a sign that the system is unstable. That has to be judged from the full response, in which the induced charge and its potential change together.

Table of computed values

```
THERMAL GW DIMER
thermal energy: 0.800 eV
number of time slices: 6
slice duration: 0.13713 fs
site energies: -0.500, 0.000 eV
hopping amplitude t: 1.000 eV
on-site, intersite v: 1.500, 0.500 eV
site occupations: 0.480145, 0.389827 (dimensionless)
static bubble P0_11: -0.117963 1/eV
static P_11 without dW/dG: -0.151129 1/eV
static full P_11: -0.159289 1/eV
static chi_11: -0.130721 1/eV
largest Lirr equation error: 1.07e-09 (dimensionless)
largest total L equation error: 1.09e-09 (dimensionless)
largest L split error: 1.08e-09 (dimensionless)
largest vertex equation error: 2.66e-10 (dimensionless)
largest G Gamma G contraction error: 3.61e-10 (dimensionless)
largest P contraction error: 3.03e-10 (dimensionless)
largest chi equation error: 3.26e-10 (dimensionless)
Lirr error if dW/dG omitted: 3.27e-02 (dimensionless)
ONE-ELECTRON DIMER
hopping t: 1.000 eV
on-site v0: 2.500 eV
intersite v1: 1.000 eV
mean-field levels: -1.000000, 2.000000 eV
exact removal level: -1.000000 eV
exact addition level: 2.000000 eV
exact one-electron excitation energy: 2.000000 eV
imaginary frequency times hbar: 1.000 eV
bubble P0_11: -0.150000 1/eV
irreducible P_11: -0.500000 1/eV
full chi_11: -0.200000 1/eV
exact chi_11: -0.200000 1/eV
Gamma_11 for potential (1,-1): 3.500000 (dimensionless)
Im Gamma_12 for potential (1,-1): 0.500000 (dimensionless)
bubble pole: 3.000000 eV
irreducible pole: 1.000000 eV
full pole: 2.000000 eV
full pole angular frequency: 3.038535 rad/fs
stronger on-site v0: 3.500 eV
stronger-v0 irreducible squared pole: -1.000000 eV^2
stronger-v0 full squared pole: 4.000000 eV^2
```
